**Impact-ionisation threshold from equal final group velocities**

For direct, isotropic, parabolic bands with gap \(E_g\), conduction mass \(m_c\), valence mass \(m_v\) and \(\mu = m_c/m_v\), and with no phonon, impurity or umklapp taking part, an electron can create a pair only above \(E_{\rm th} = E_g(1+2\mu)/(1+\mu)\), and a hole only above \(E_g(2+\mu)/(1+\mu)\), in Hartree atomic units. The program minimises the final-state energy \(F\) over the two like-carrier wave vectors without imposing any velocity condition, finds the root of the surplus \(g(K) = E_c(K) - \min F\), and asserts both formulas for four mass ratios together with equal finite-difference group velocities at every threshold. Symbolic algebra asserts the momentum shares, the centre-of-mass decomposition of \(F\), its unit Jacobian and the limits \(E_g\) and \(2E_g\). A Monte Carlo count in the raw wave vectors is asserted to match the phase-space volume \(4\pi^3(m_c^2m_v/M)^{3/2}g^2\), \(M = 2m_c + m_v\), within four standard errors plus a shell-width allowance, and gives the exponent 1.996. It also asserts the mass-tensor threshold and, for the band \(E(1+\alpha E) = k^2/2m_c\), the first-order shift, the relation \(dF_{\min}/dK = v\) and the large-\(K\) limit of \(g\). For \(E_g = 0.04\) Ha, \(m_c = 0.1\), \(m_v = 0.5\) the output shows 0.04667 Ha (1.270 eV) for an electron, 0.07333 Ha for a hole and 0.0600 Ha for equal masses. With \(\alpha = 1/E_g\) the electron threshold rises to \(1.55E_g\), and for \(\mu = 1\) the surplus stays negative at all sampled \(K\).

## Verification by program

```python
# Impact-ionisation threshold, Hartree atomic units (hbar = m_e = 1).
# Bands: Ec(k) = k^2/2mc (or E(1+alpha E) = k^2/2mc), Ev(k) = -Eg - k^2/2mv.
# Electron K + valence electron kv -> electrons k1, k2; hole momentum kh = -kv.
# Cost F = Ec(k1)+Ec(k2)-Ev(k1+k2-K), surplus g(K) = Ec(K) - min F.
# Under test, with mu = mc/mv, M = 2mc+mv:
#   Eth = Eg(1+2mu)/(1+mu), reached at equal group velocities; hole: Eg(2+mu)/(1+mu)
#   int d3k1 d3k2 delta(E-F) = 4 pi^3 (mc^2 mv/M)^(3/2) g^2
#   mass-tensor threshold; non-parabolic first-order shift and large-K limit of g.
import numpy as np
import sympy as sp
from scipy.optimize import minimize, brentq
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)
Z = np.array([0.0, 0.0, 1.0])
norm = np.linalg.norm

def velocity(band, k, h):
    return np.array([(band(k + h*e) - band(k - h*e))/(2*h) for e in np.eye(3)])

class Model:
    def __init__(self, Eg, mc, mv, alpha=0.0, hole=False):
        self.Eg, self.mc, self.mv, self.alpha, self.hole = Eg, mc, mv, alpha, hole
        self.scale = np.sqrt(Eg*(np.mean(mv) if hole else mc))
        self.start = rng.normal(size=6)
    def Ec(self, k):
        T = 0.5*np.sum(k*k/self.mc, axis=-1)
        return 2*T/(1 + np.sqrt(1 + 4*self.alpha*T))
    def Ev(self, k):
        return -self.Eg - 0.5*np.sum(k*k/self.mv, axis=-1)
    def Eh(self, k):
        return -self.Ev(-k)
    def kinetic(self, K):
        return self.Eh(K) - self.Eg if self.hole else self.Ec(K)
    def cost(self, k1, k2, K):
        if self.hole:
            return self.Eh(k1) + self.Eh(k2) + self.Ec(K - k1 - k2) - self.Eg
        return self.Ec(k1) + self.Ec(k2) - self.Ev(k1 + k2 - K)
    def cheapest(self, K):
        s = self.scale
        f = lambda x: self.cost(s*x[:3], s*x[3:], K)/self.Eg
        x0 = self.start + np.tile(K/(2*s), 2)
        res = minimize(f, x0, method="BFGS", jac="3-point", options={"gtol": 1e-6})
        return res.fun*self.Eg, s*res.x[:3], s*res.x[3:]
    def surplus(self, K):
        return self.kinetic(K) - self.cheapest(K)[0]
    def threshold(self, n=Z):
        s = self.scale
        x = brentq(lambda t: self.surplus(t*s*n)/self.Eg, 0.5, 10.0, xtol=1e-11)
        K = x*s*n
        _, k1, k2 = self.cheapest(K)
        k3 = K - k1 - k2
        like, other = (self.Eh, self.Ec) if self.hole else (self.Ec, self.Eh)
        v1, v2, v3 = (velocity(b, k, 1e-4*s) for b, k in ((like, k1), (like, k2), (other, k3)))
        # equal velocities are not imposed; tolerance follows from the gradient tolerance
        assert norm(v1 - v3) < 1e-4*norm(v3) and norm(v2 - v3) < 1e-4*norm(v3)
        return self.kinetic(K), K, k1, k2, k3, v3

def close(a, b, tol):
    assert abs(a - b) <= tol*abs(b), (a, b)

# symbolic algebra (one Cartesian component; the components separate)
a, b = sp.symbols("a b", real=True)
Ks, mcs, mvs, Egs, mus = sp.symbols("K mc mv Eg mu", positive=True)
Fs = Egs + a**2/(2*mcs) + b**2/(2*mcs) + (Ks - a - b)**2/(2*mvs)
Ms = 2*mcs + mvs
sol = sp.solve([sp.diff(Fs, a), sp.diff(Fs, b)], [a, b], dict=True)[0]
assert sp.simplify(sol[a] - mcs*Ks/Ms) == 0 and sp.simplify(sol[b] - mcs*Ks/Ms) == 0
ps, qs = (a - b)/2, (mvs*(a + b) - 2*mcs*(Ks - a - b))/Ms
assert sp.simplify(Fs - Egs - Ks**2/(2*Ms) - ps**2/mcs - qs**2*Ms/(4*mcs*mvs)) == 0
assert sp.simplify(sp.Matrix([ps, qs]).jacobian([a, b]).det()**2 - 1) == 0
Ts = sp.symbols("T", positive=True)
gs = sp.simplify((Ks**2/(2*mcs) - Fs.subs(sol)).subs(Ks, sp.sqrt(2*mcs*Ts)))
Eths = sp.simplify(sp.solve(gs, Ts)[0].subs(mcs, mus*mvs))
assert sp.simplify(Eths - Egs*(1 + 2*mus)/(1 + mus)) == 0
assert sp.limit(Eths, mus, 0) == Egs and sp.limit(Eths, mus, sp.oo) == 2*Egs

Eg, mc, mv = 0.04, 0.1, 0.5
mu, M = mc/mv, 2*mc + mv
print(f"inputs: Eg = {Eg} Ha = {Eg*EV:.4f} eV, mc = {mc} m_e, mv = {mv} m_e")
print(f"mu = {mu:.4f}, M = {M:.4f} m_e")

for m in (0.1, 0.2, 1.0, 3.0):
    Ee = Model(Eg, mc, mc/m).threshold()[0]
    Eho = Model(Eg, mc, mc/m, hole=True).threshold()[0]
    close(Ee, Eg*(1 + 2*m)/(1 + m), 1e-7)
    close(Eho, Eg*(2 + m)/(1 + m), 1e-7)
    close(Ee + Eho, 3*Eg, 1e-7)
    print(f"mu={m}: Eth/Eg electron {Ee/Eg:.6f}, hole {Eho/Eg:.6f}, sum {(Ee+Eho)/Eg:.6f}")
    if m == 1.0:
        print(f"equal masses: Eth = {Ee:.6f} Ha = {Ee*EV:.4f} eV")
    if m == mu:
        print(f"example hole threshold = {Eho:.6f} Ha = {Eho*EV:.4f} eV")

mod = Model(Eg, mc, mv)
Eth, K, k1, k2, kh, v = mod.threshold()
close(norm(v), norm(K)/M, 1e-4)
close(Eth - Eg, K @ K/(2*M), 1e-6)
print(f"example electron threshold = {Eth:.6f} Ha = {Eth*EV:.4f} eV")
print(f"K = {norm(K):.6f}, k1 = {norm(k1):.6f}, k2 = {norm(k2):.6f}, kh = {norm(kh):.6f} 1/bohr")
print(f"initial velocity = {norm(K)/mc:.5f}, common final velocity = {norm(v):.5f} a.u.")
print(f"kinetic: each electron {mod.Ec(k1):.6f} Ha, hole {mod.Eh(kh)-Eg:.6f} Ha")
print(f"excess Eth-Eg = {Eth-Eg:.6f} Ha")
x = brentq(lambda t: mod.Ec(t*Z) - mod.cost(t*Z/3, t*Z/3, t*Z), 0.01, 1.0, xtol=1e-14)
Eshare = mod.Ec(x*Z)
close(Eshare, 9*Eg/(7 - mu), 1e-9)
assert Eshare > 1.05*Eth
print(f"equal momentum sharing needs {Eshare:.6f} Ha = {Eshare/Eg:.5f} Eg")

# phase space: Monte Carlo count of a thin energy shell in raw k1, k2
rho = []
for fac in (1.2, 1.5):
    E = fac*Eth
    Kv = np.sqrt(2*mc*E)*Z
    Fm, c1, c2 = mod.cheapest(Kv)
    g = E - Fm
    close(g, (E - Eth)*(1 + mu)/(1 + 2*mu), 1e-6)
    c, h, I6 = np.concatenate([c1, c2]), 0.01, np.eye(6)
    F = lambda y: mod.cost(y[..., :3], y[..., 3:], Kv)
    H = np.array([[(F(c+h*e+h*f) - F(c+h*e-h*f) - F(c-h*e+h*f) + F(c-h*e-h*f))/(4*h*h)
                   for f in I6] for e in I6])
    assert np.linalg.eigvalsh(H).min() > 0
    eta = 0.05*g
    w = 1.05*np.sqrt(2*(g + eta)*np.diag(np.linalg.inv(H)))
    hits, N = 0, 0
    for _ in range(6):
        u = rng.uniform(-1, 1, size=(500000, 6))
        inside = np.abs(F(c + u*w) - E) < eta
        assert np.abs(u[inside]).max() < 0.96   # the box encloses the shell
        hits += inside.sum()
        N += len(u)
    est = hits/N*np.prod(2*w)/(2*eta)
    exact = 4*np.pi**3*(mc*mc*mv/M)**1.5*g**2
    close(est, exact, 4/np.sqrt(hits) + 1e-3)   # 4 sigma plus shell-width bias
    rho.append(est)
    print(f"E={fac} Eth: g = {g:.6f} Ha, rho = {exact:.4e}, MC {est:.4e}"
          f" +- {est/np.sqrt(hits):.1e} bohr^-6/Ha")
expo = np.log(rho[1]/rho[0])/np.log(0.5/0.2)
close(expo, 2.0, 0.02)
print(f"exponent of (E-Eth) from MC = {expo:.3f}")

# anisotropic hole mass, oblique direction
mvt, n = np.array([0.2, 0.5, 1.0]), np.ones(3)/np.sqrt(3)
Ea, Ka, _, _, kha, _ = Model(Eg, mc, mvt).threshold(n)
close(Ea, Eg*(1/mc)/np.sum(n*n*(1/mc - 1/(2*mc + mvt))), 1e-7)
ang = np.degrees(np.arccos(kha @ n/norm(kha)))
assert ang > 1.0
print(f"hole masses {mvt.tolist()} m_e, K along (1,1,1): Eth = {Ea:.6f} Ha = {Ea*EV:.4f} eV")
print(f"Eth/Eg = {Ea/Eg:.5f}, angle(kh, K) = {ang:.3f} deg")

# non-parabolic conduction band
r = mu/(1 + 2*mu)
slope = (Eg*(1 + 2*mu)/(1 + mu))**2*(r - 2*r**4)/(1 - r)
da = 1e-3/Eg
d1 = Model(Eg, mc, mv, da).threshold()[0] - Eth
d2 = Model(Eg, mc, mv, 2*da).threshold()[0] - Eth
close((4*d1 - d2)/(2*da), slope, 1e-4)
print(f"r = {r:.6f}, dEth/dalpha = {slope:.5e} Ha^2 (numerical {(4*d1-d2)/(2*da):.5e})")
alpha = 1/Eg
npb = Model(Eg, mc, mv, alpha)
En, Kn, k1n, _, khn, vn = npb.threshold()
dK = 1e-3*npb.scale
close((npb.cheapest(Kn + dK*Z)[0] - npb.cheapest(Kn - dK*Z)[0])/(2*dK), vn[2], 1e-4)
vK = velocity(npb.Ec, Kn, 1e-4*npb.scale)[2]
assert vK > vn[2] and En > Eth
print(f"alpha = {alpha:.1f} 1/Ha: Eth = {En:.6f} Ha = {En*EV:.4f} eV = {En/Eg:.4f} Eg")
print(f"first-order estimate = {Eth+alpha*slope:.6f} Ha")
print(f"K = {norm(Kn):.5f}, k1 = {norm(k1n):.5f}, kh = {norm(khn):.5f} 1/bohr")
print(f"initial velocity = {vK:.5f}, common final velocity = {vn[2]:.5f} a.u.")
for m in (0.2, 1.0):
    mm = Model(Eg, mc, mc/m, alpha)
    gl = [mm.surplus(t*mm.scale*Z) for t in (1, 2, 4, 8, 20, 60, 300)]
    ginf = 1/(4*m*alpha) + 1/(2*alpha) - Eg
    assert np.all(np.diff(gl) > 0) and max(gl) < ginf
    assert abs(gl[-1] - ginf) < 5e-3*Eg        # the approach is O(1/K)
    assert (max(gl) > 0) == (alpha*Eg < 0.5 + 1/(4*m))
    print(f"mu={m}: g(inf) = {ginf:.5f} Ha, g at K={300*mm.scale:.2f} 1/bohr: {gl[-1]:.5f} Ha,"
          f" max alpha*Eg = {0.5+1/(4*m):.3f}")
print("success")
```

Output:

```
inputs: Eg = 0.04 Ha = 1.0885 eV, mc = 0.1 m_e, mv = 0.5 m_e
mu = 0.2000, M = 0.7000 m_e
mu=0.1: Eth/Eg electron 1.090909, hole 1.909091, sum 3.000000
mu=0.2: Eth/Eg electron 1.166667, hole 1.833333, sum 3.000000
example hole threshold = 0.073333 Ha = 1.9955 eV
mu=1.0: Eth/Eg electron 1.500000, hole 1.500000, sum 3.000000
equal masses: Eth = 0.060000 Ha = 1.6327 eV
mu=3.0: Eth/Eg electron 1.750000, hole 1.250000, sum 3.000000
example electron threshold = 0.046667 Ha = 1.2699 eV
K = 0.096609, k1 = 0.013801, k2 = 0.013801, kh = 0.069007 1/bohr
initial velocity = 0.96609, common final velocity = 0.13801 a.u.
kinetic: each electron 0.000952 Ha, hole 0.004762 Ha
excess Eth-Eg = 0.006667 Ha
equal momentum sharing needs 0.052941 Ha = 1.32353 Eg
E=1.2 Eth: g = 0.008000 Ha, rho = 4.7918e-06, MC 4.8288e-06 +- 2.3e-08 bohr^-6/Ha
E=1.5 Eth: g = 0.020000 Ha, rho = 2.9949e-05, MC 3.0069e-05 +- 1.4e-07 bohr^-6/Ha
exponent of (E-Eth) from MC = 1.996
hole masses [0.2, 0.5, 1.0] m_e, K along (1,1,1): Eth = 0.047547 Ha = 1.2938 eV
Eth/Eg = 1.18868, angle(kh, K) = 11.424 deg
r = 0.142857, dEth/dalpha = 3.60847e-04 Ha^2 (numerical 3.60846e-04)
alpha = 25.0 1/Ha: Eth = 0.062066 Ha = 1.6889 eV = 1.5517 Eg
first-order estimate = 0.055688 Ha
K = 0.17797, k1 = 0.02866, kh = 0.12065 1/bohr
initial velocity = 0.43373, common final velocity = 0.24130 a.u.
mu=0.2: g(inf) = 0.03000 Ha, g at K=18.97 1/bohr: 0.02993 Ha, max alpha*Eg = 1.750
mu=1.0: g(inf) = -0.01000 Ha, g at K=18.97 1/bohr: -0.01007 Ha, max alpha*Eg = 0.750
success
```
